# Position-Dependent Mobility: Why Force Plus Noise Samples the Wrong Density: a numerical check

```python
"""
Overdamped motion with position-dependent mobility M(x), D = kT*M.
Result under test: the Ito equation
    dx = [M F + s kT div M] dt + noise of covariance 2 kT M dt
has the Boltzmann density exp(-U/kT) for s = 1; for scalar M in one
dimension it has exp(-U/kT) * D**(s-1), so s = 0 gives a factor 1/D.
Fixman's midpoint step, with a fixed random FORCE, supplies s = 1.
A midpoint with a fixed random NUMBER supplies only s = 1/2.
Units: energy kT, length l, time l^2/D0.  U = potential, F = -U'.
"""
import numpy as np
from numpy.polynomial.hermite_e import hermegauss
from scipy.integrate import quad
from scipy.constants import R

kT = 1.0
U0 = 1.0        # potential amplitude: U = U0 cos 2x
ASYM = 0.6      # mobility modulation: M = 1 + ASYM sin x


def potential(x):
    return U0 * np.cos(2 * x)


def force(x):
    return 2 * U0 * np.sin(2 * x)


def mobility(x):
    return 1 + ASYM * np.sin(x)


# ---------- one step of each algorithm; xi is a standard normal number
def euler_plain(x, xi, dt):
    return x + dt * mobility(x) * force(x) + np.sqrt(2 * kT * mobility(x) * dt) * xi


def euler_ito(x, xi, dt):
    return euler_plain(x, xi, dt) + dt * kT * ASYM * np.cos(x)


def midpoint_number(x, xi, dt):
    mid = x + 0.5 * (euler_plain(x, xi, dt) - x)
    return x + dt * mobility(mid) * force(mid) + np.sqrt(2 * kT * mobility(mid) * dt) * xi


def fixman(x, xi, dt):
    f = np.sqrt(2 * kT / (dt * mobility(x))) * xi
    mid = x + 0.5 * dt * mobility(x) * (force(x) + f)
    return x + dt * mobility(mid) * (force(mid) + f)


def fixman_frozen(x, xi, dt):
    f = np.sqrt(2 * kT / (dt * mobility(x))) * xi
    mid = x + 0.5 * dt * mobility(x) * (force(x) + f)
    return x + dt * mobility(mid) * (force(x) + f)


# ---------- stationary density of a discrete-time algorithm, no sampling
KMAX = 32
modes = np.arange(-KMAX, KMAX + 1)
ring = 2 * np.pi * np.arange(modes.size) / modes.size
nodes, weights = hermegauss(80)
weights = weights / weights.sum()
fine = 2 * np.pi * np.arange(400) / 400


def stationary_coefficients(step, dt):
    """Fourier coefficients of the density left unchanged by one step."""
    y = step(ring[:, None], nodes[None, :], dt)
    char = np.array([np.exp(-1j * m * y) @ weights for m in modes])
    transfer = char @ np.exp(1j * np.outer(ring, modes)) / modes.size
    system = transfer - np.eye(modes.size)
    system[KMAX] = 0
    system[KMAX, KMAX] = 1
    rhs = np.zeros(modes.size, complex)
    rhs[KMAX] = 1 / (2 * np.pi)
    return np.linalg.solve(system, rhs)


def density(c):
    return (np.exp(1j * np.outer(fine, modes)) @ c).real


def fast_population(c):
    """Probability of 0 < x < pi, the half ring with high mobility."""
    nz = modes != 0
    m = modes[nz]
    return 0.5 + np.sum(c[nz] * (np.exp(1j * m * np.pi) - 1) / (1j * m)).real


def predicted_density(s):
    p = np.exp(-potential(fine) / kT) * (kT * mobility(fine)) ** (s - 1)
    return p / (p.sum() * 2 * np.pi / fine.size)


def predicted_population(s):
    def w(x):
        return np.exp(-potential(x) / kT) * (kT * mobility(x)) ** (s - 1)
    fast = quad(w, 0, np.pi)[0]
    slow = quad(w, np.pi, 2 * np.pi)[0]
    return fast / (fast + slow)


def distance(p, q):
    """Integral of |p - q| over the ring."""
    return np.abs(p - q).sum() * 2 * np.pi / fine.size


print("Energy unit kT, length unit l, time unit l^2/D0")
print(f"barrier between the wells: {2 * U0:.1f} kT")
print(f"D at fast well {kT * mobility(np.pi / 2):.2f} D0, "
      f"at slow well {kT * mobility(1.5 * np.pi):.2f} D0")
for s in (0.0, 0.5, 1.0):
    print(f"formula, s = {s:.1f}: fast-well population {predicted_population(s):.5f}")

steps = (0.02, 0.002, 0.001)
print("Fast-well population at time steps 0.02, 0.002, 0.001 and limit 0;")
print("then L1 = integral |p - Boltzmann| at 0.02, 0.002 and limit 0")
schemes = [("plain Euler", euler_plain, 0.0),
           ("random-number midpoint", midpoint_number, 0.5),
           ("Euler with Ito drift", euler_ito, 1.0),
           ("Fixman midpoint", fixman, 1.0),
           ("Fixman, frozen force", fixman_frozen, 1.0)]
boltzmann = predicted_density(1.0)
limit_population = {}
for name, step, s in schemes:
    coeffs = [stationary_coefficients(step, dt) for dt in steps]
    limit = 2 * coeffs[2] - coeffs[1]      # removes the error linear in dt
    pops = [fast_population(c) for c in coeffs + [limit]]
    limit_population[name] = pops[-1]
    dist = [distance(density(c), boltzmann) for c in (coeffs[0], coeffs[1], limit)]
    print(f"{name}: " + " ".join(f"{v:.4f}" for v in pops)
          + "; L1 " + " ".join(f"{v:.4f}" for v in dist))
    # tolerance: remaining error is quadratic in a time step of 0.002
    assert distance(density(limit), predicted_density(s)) < 1e-3
    assert abs(pops[-1] - predicted_population(s)) < 1e-3

p_fast = limit_population["plain Euler"]
spurious = kT * np.log((1 - p_fast) / p_fast)
print(f"plain Euler: slow/fast population ratio {(1 - p_fast) / p_fast:.3f}")
print(f"spurious free-energy difference {spurious:.3f} kT"
      f" = {spurious * R * 300 / 1000:.2f} kJ/mol at 300 K")
ratio_bottom = mobility(np.pi / 2) / mobility(1.5 * np.pi)
print(f"ratio of D at the two well bottoms {ratio_bottom:.3f},"
      f" its logarithm {np.log(ratio_bottom):.3f}")


# ---------- origin of the drift: small-mass limit of the Kramers equation
def derivative_matrix(n):
    k = np.arange(-(n // 2), n // 2 + 1)
    x = 2 * np.pi * np.arange(n) / n
    e = np.exp(1j * np.outer(x, k))
    return x, ((e * (1j * k)) @ e.conj().T / n).real


xg, d1 = derivative_matrix(41)
mob_g, force_g = mobility(xg), force(xg)


def slowest_rate(generator):
    return -np.sort(np.linalg.eigvals(generator).real)[-2]


def overdamped_generator(s):
    drift = mob_g * force_g + s * kT * (d1 @ mob_g)
    return -d1 @ np.diag(drift) + d1 @ d1 @ np.diag(kT * mob_g)


def kramers_generator(mass, n_hermite=6):
    """Density expanded in Hermite functions of the velocity."""
    n = xg.size
    vth = np.sqrt(kT / mass)
    g = np.zeros((n_hermite * n, n_hermite * n))
    for h in range(n_hermite):
        row = slice(h * n, (h + 1) * n)
        g[row, row] = -np.diag(h / (mass * mob_g))
        if h > 0:
            g[row, (h - 1) * n:h * n] = -vth * np.sqrt(h) * (d1 - np.diag(force_g / kT))
        if h < n_hermite - 1:
            g[row, (h + 1) * n:(h + 2) * n] = -vth * np.sqrt(h + 1) * d1
    return g


rate_heavy = slowest_rate(kramers_generator(0.001))
rate_light = slowest_rate(kramers_generator(0.0005))
rate_limit = 2 * rate_light - rate_heavy
rate_full = slowest_rate(overdamped_generator(1.0))
rate_plain = slowest_rate(overdamped_generator(0.0))
print("Slowest relaxation rate, unit D0/l^2:")
print(f"  Kramers equation, limit of zero mass {rate_limit:.4f}")
print(f"  overdamped with Ito drift {rate_full:.4f}, without {rate_plain:.4f}")
assert abs(rate_limit / rate_full - 1) < 1e-3
assert abs(rate_plain / rate_full - 1) > 1e-2


# ---------- two dimensions: stationary solutions of the Fokker-Planck equation
n2 = 25
x1, d = derivative_matrix(n2)
X, Y = (a.ravel() for a in np.meshgrid(x1, x1, indexing="ij"))
grad = [np.kron(d, np.eye(n2)), np.kron(np.eye(n2), d)]
U2 = 0.5 * np.cos(X) + 0.5 * np.sin(Y)
F2 = [0.5 * np.sin(X), -0.5 * np.cos(Y)]
cell = (2 * np.pi / n2) ** 2


def normalized(p):
    return p / (p.sum() * cell)


def solve_plane(m11, m12, m22, s):
    """Stationary density and largest local speed |J|/p."""
    m = [[m11, m12], [m12, m22]]
    current = []
    for i in range(2):
        op = np.zeros((X.size, X.size))
        for j in range(2):
            op += np.diag(m[i][j] * F2[j] + s * kT * (grad[j] @ m[i][j]))
            op -= kT * grad[j] * m[i][j][None, :]
        current.append(op)
    system = grad[0] @ current[0] + grad[1] @ current[1]
    system[0] = cell
    rhs = np.zeros(X.size)
    rhs[0] = 1
    p = np.linalg.solve(system, rhs)
    speed = np.hypot(current[0] @ p, current[1] @ p) / p
    return p, speed.max()


def tensor(x, y):
    return (1 + 0.4 * np.sin(x) * np.cos(y), 0.3 * np.sin(x + y),
            1 + 0.4 * np.cos(x - y))


boltz2 = normalized(np.exp(-U2 / kT))
zero = np.zeros(X.size)
scalar = 1 + 0.5 * np.sin(X) * np.cos(Y)
p_scalar, v_scalar = solve_plane(scalar, zero, scalar, 0.0)
p_free, v_free = solve_plane(1 + 0.5 * np.sin(Y), zero, 1 + 0.5 * np.cos(X), 0.0)
p_bare, v_bare = solve_plane(*tensor(X, Y), 0.0)
p_full, v_full = solve_plane(*tensor(X, Y), 1.0)
# tolerances: truncation of the Fourier grid
assert np.abs(p_scalar - normalized(np.exp(-U2 / kT) / scalar)).max() < 1e-5
assert v_scalar < 1e-3
assert np.abs(p_free - boltz2).max() < 1e-5
assert np.abs(p_full - boltz2).max() < 1e-5 and v_full < 1e-4
assert v_bare > 1e-2
print("Two dimensions, L1 distance from Boltzmann; largest |J|/p in D0/l:")
for label, p, v in (("scalar M, no drift", p_scalar, v_scalar),
                    ("divergence-free M, no drift", p_free, v_free),
                    ("tensor M, no drift", p_bare, v_bare),
                    ("tensor M, with drift", p_full, v_full)):
    print(f"  {label}: {np.abs(p - boltz2).sum() * cell:.4f}; {v:.1e}")


# ---------- one Fixman step with a full mobility tensor: mean and covariance
def matrix_at(r):
    a, b, c = tensor(r[0], r[1])
    return np.array([[a, b], [b, c]])


def force_at(r):
    return np.array([0.5 * np.sin(r[0]), -0.5 * np.cos(r[1])])


g_nodes, g_weights = hermegauss(16)
g_weights = g_weights / g_weights.sum()


def fixman_moments(r, dt):
    m = matrix_at(r)
    to_force = np.linalg.inv(np.linalg.cholesky(m)).T * np.sqrt(2 * kT / dt)
    first, second = np.zeros(2), np.zeros((2, 2))
    for a, wa in zip(g_nodes, g_weights):
        for b, wb in zip(g_nodes, g_weights):
            f = to_force @ np.array([a, b])
            mid = r + 0.5 * dt * m @ (force_at(r) + f)
            move = dt * matrix_at(mid) @ (force_at(mid) + f)
            first += wa * wb * move
            second += wa * wb * np.outer(move, move)
    return first / dt, second / dt


point = np.array([0.7, 0.4])
mean_a, cov_a = fixman_moments(point, 1e-3)
mean_b, cov_b = fixman_moments(point, 5e-4)
mean_limit, cov_limit = 2 * mean_b - mean_a, 2 * cov_b - cov_a
eps = 1e-5
div_m = sum((matrix_at(point + eps * e) - matrix_at(point - eps * e))[:, j] / (2 * eps)
            for j, e in enumerate(np.eye(2)))
force_drift = matrix_at(point) @ force_at(point)
assert np.abs(mean_limit - force_drift - kT * div_m).max() < 1e-4
assert np.abs(cov_limit - 2 * kT * matrix_at(point)).max() < 1e-4
assert np.abs(div_m).max() > 0.05
print(f"Fixman step at x = {point[0]}, y = {point[1]}; velocities in D0/l:")
print(f"  M F = ({force_drift[0]:.4f}, {force_drift[1]:.4f})")
print(f"  kT div M = ({kT * div_m[0]:.4f}, {kT * div_m[1]:.4f})")
print(f"  mean displacement/dt, limit = ({mean_limit[0]:.4f}, {mean_limit[1]:.4f})")

print("every check passed")
```

It prints:

```
Energy unit kT, length unit l, time unit l^2/D0
barrier between the wells: 2.0 kT
D at fast well 1.60 D0, at slow well 0.40 D0
formula, s = 0.0: fast-well population 0.24618
formula, s = 0.5: fast-well population 0.36470
formula, s = 1.0: fast-well population 0.50000
Fast-well population at time steps 0.02, 0.002, 0.001 and limit 0;
then L1 = integral |p - Boltzmann| at 0.02, 0.002 and limit 0
plain Euler: 0.2460 0.2462 0.2462 0.2462; L1 0.5188 0.5214 0.5218
random-number midpoint: 0.3639 0.3645 0.3646 0.3647; L1 0.2780 0.2753 0.2748
Euler with Ito drift: 0.4971 0.4998 0.4999 0.5000; L1 0.0241 0.0024 0.0000
Fixman midpoint: 0.4975 0.4996 0.4998 0.5000; L1 0.0106 0.0011 0.0000
Fixman, frozen force: 0.4929 0.4993 0.4997 0.5000; L1 0.0296 0.0029 0.0000
plain Euler: slow/fast population ratio 3.062
spurious free-energy difference 1.119 kT = 2.79 kJ/mol at 300 K
ratio of D at the two well bottoms 4.000, its logarithm 1.386
Slowest relaxation rate, unit D0/l^2:
  Kramers equation, limit of zero mass 0.2977
  overdamped with Ito drift 0.2977, without 0.3103
Two dimensions, L1 distance from Boltzmann; largest |J|/p in D0/l:
  scalar M, no drift: 0.2143; 1.2e-14
  divergence-free M, no drift: 0.0000; 1.6e-13
  tensor M, no drift: 0.2949; 6.0e-01
  tensor M, with drift: 0.0000; 1.0e-13
Fixman step at x = 0.7, y = 0.4; velocities in D0/l:
  M F = (0.2754, -0.5504)
  kT div M = (0.4179, 0.2543)
  mean displacement/dt, limit = (0.6933, -0.2961)
every check passed
```
